# Why a p-n step reflects in bilayer graphene and transmits in monolayer

## Two equations that do not talk to each other

Let a carrier of energy \(E>0\) move straight at a potential step, \(U=0\) for \(x<0\) and \(U=2E\) for \(x>0\). In gapless bilayer graphene at normal incidence the two-component wave splits into two scalar functions, \(f\) and \(\chi\), which obey

\[
-c f''+Uf=Ef,\qquad +c\chi''+U\chi=E\chi ,\qquad c>0 .
\]

The first describes ordinary particles with energy \(U+cp^2\), the second particles with energy \(U-cp^2\), where \(p\) is the wave number. On the left a travelling wave at energy \(E\) exists only in \(f\); on the right, where \(E-U=-E\), it exists only in \(\chi\). The incident carrier is an \(f\) wave. With \(k=\sqrt{E/c}\) it has the form

\[
f=e^{ikx}+re^{-ikx}\ (x<0),\qquad f=be^{-kx}\ (x>0).
\]

Continuity of \(f\) and \(f'\) gives \(1+r=b\) and \(i(1-r)=-b\), hence \(r=-i\) and \(b=1-i\). Since \(|r|=1\), everything returns. A travelling hole state of the same energy lies just across the step, but nothing drives \(\chi\).

In monolayer graphene the corresponding equations are of first order, \(\mp i\hbar v\psi_\pm'+U\psi_\pm=E\psi_\pm\). The right-moving solution is

\[
\psi_+(x)=\exp\left[\frac{i}{\hbar v}\int_0^x (E-U)\,dx'\right],
\]

whose modulus is 1 on both sides. Everything passes.

Both systems conserve a pseudospin, so conservation alone does not explain the contrast. What matters is which pseudospin the forward-moving carriers have on each side.

## Where the equations come from

Consider one valley, with no disorder and no spin mixing. The step must be smooth on the scale of the lattice, so that it does not mix valleys, though it may be sharp compared with the carrier wavelength. It is uniform along \(y\), so the wave number \(k_y\) is conserved. Write \(p=-i\,d/dx\). The monolayer Hamiltonian, acting on the amplitudes on the two sublattices, is

\[
H_1=\hbar v(\sigma_x p+\sigma_y k_y)+U(x).
\]

A bilayer has sites \(A_1,B_1\) in one layer and \(A_2,B_2\) in the other, with \(B_1\) and \(A_2\) joined by the coupling \(\gamma_1\). Put \(w=\hbar v(p+ik_y)\) and \(\varepsilon=E-U\). In a region of constant \(U\),

\[
\varepsilon A_1=w^\dagger B_1,\quad
\varepsilon B_1=wA_1+\gamma_1A_2,\quad
\varepsilon A_2=\gamma_1B_1+w^\dagger B_2,\quad
\varepsilon B_2=wA_2 .
\]

For \(|\varepsilon|\ll\gamma_1\) the left sides of the two middle equations may be dropped, which gives \(A_2=-wA_1/\gamma_1\) and \(B_1=-w^\dagger B_2/\gamma_1\). The outer equations become \(\varepsilon A_1=-(w^\dagger)^2B_2/\gamma_1\) and \(\varepsilon B_2=-w^2A_1/\gamma_1\). Since \((p-ik_y)^2=p^2-k_y^2-2ipk_y\), and the upper right element of \(\sigma_y\) is \(-i\), the two-band Hamiltonian for \((A_1,B_2)\) is

\[
H_2=-c\left[(p^2-k_y^2)\sigma_x+2pk_y\sigma_y\right]+U(x),\qquad c=\frac{(\hbar v)^2}{\gamma_1}.
\]

At \(k_y=0\) both Hamiltonians commute with \(\sigma_x\). Let \(|\pm\rangle=(1,\pm1)/\sqrt2\) be its eigenvectors. The velocity is \((i/\hbar)[H,x]\), and \([p,x]=-i\). In the monolayer it equals \(v\sigma_x\), whatever the energy and potential: right-movers have \(\sigma_x=+1\) in both bands. In the bilayer it equals \(-2cp\sigma_x/\hbar\). Electrons, with energy \(U+cp^2\), have \(\sigma_x=-1\); holes, with energy \(U-cp^2\), have \(\sigma_x=+1\), whichever way they move. The squared overlap of the incident pseudospin with that of the forward wave across the step is therefore 1 in the monolayer and 0 in the bilayer.

## Matching all the waves

Now let the step have any height \(U_0>E\). To leave no outgoing channel out, write the bilayer wave as \(f|-\rangle+\chi|+\rangle\) and include every bounded wave. With

\[
k=\sqrt{E/c},\qquad \kappa=q=\sqrt{(U_0-E)/c},
\]

the waves are

\[
\begin{aligned}
x<0:&\quad f=e^{ikx}+re^{-ikx},&\chi&=ae^{kx},\\
x>0:&\quad f=be^{-\kappa x},&\chi&=te^{-iqx}.
\end{aligned}
\]

The sign in \(e^{-iqx}\) follows from the hole velocity \(-2cp/\hbar\), which is positive for \(p=-q\). The potential is finite, so integrating the second-order equation across the step shows that both functions and their slopes are continuous. For \(\chi\) this means \(a=t\) and \(ka=-iqt\), so \((k+iq)t=0\) and \(a=t=0\). For \(f\),

\[
1+r=b,\qquad ik(1-r)=-\kappa(1+r).
\]

Collecting terms in the second equation gives \(r=(ik+\kappa)/(ik-\kappa)\). Multiplying top and bottom by \(-i\),

\[
r=\frac{k-i\kappa}{k+i\kappa},\qquad b=\frac{2k}{k+i\kappa},\qquad \arg r=-2\arctan\frac{\kappa}{k}.
\]

The evanescent wave carries no current. It lets the wave and its slope join smoothly at the step, and sets the phase with which the carrier returns.

Sharpness is not needed for this result. For a gradual profile that settles at \(U_0\) on the right, \(f\) still decays there. Its current is independent of \(x\), hence zero everywhere, so \(|r|=1\). The function \(\chi\) decays on the left, so its current also vanishes and \(t=0\). In the monolayer, the integral solution above holds for any profile as it stands.

## A finite p region

The decaying wave can reach the far side if the p region has a finite width \(D\), with \(U=0\) beyond it. Let the transmitted wave be \(\tau e^{ik(x-D)}\). Continuing it back into the barrier from \(x=D\), where \(f=\tau\) and \(f'=ik\tau\), gives

\[
f=\tau\left[\cosh\kappa(x-D)+\frac{ik}{\kappa}\sinh\kappa(x-D)\right].
\]

The incident amplitude is \(\tfrac12[f(0)+f'(0)/(ik)]\), and it must equal 1:

\[
1=\tau\left[\cosh\kappa D+\frac i2\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa D\right].
\]

Taking the squared modulus and using \(\cosh^2=1+\sinh^2\),

\[
T=|\tau|^2=\left[1+\left(\frac{k^2+\kappa^2}{2k\kappa}\right)^2\sinh^2\kappa D\right]^{-1}.
\]

This is the tunnelling law of an ordinary particle, although the equation for \(\chi\) has oscillating solutions inside the barrier. For \(\kappa D\gg1\) it falls as \(e^{-2\kappa D}\).

## What couples the two channels

Perfect reflection rests on \(\chi\) having no source. A small \(k_y\), or a small potential difference \(u\) between the layers, supplies one. The latter adds \((u/2)\sigma_z\) to \(H_2\) and opens a gap. Since \(\sigma_y|-\rangle=i|+\rangle\) and \(\sigma_z|-\rangle=|+\rangle\), the \(|+\rangle\) part of the wave equation, to first order in \(k_y\) and \(u\), is

\[
\chi''+\frac{U-E}{c}\chi=S,\qquad S=2k_yf'-\frac{u}{2c}f,
\]

with \(f\) the wave already found. To extract the hole amplitude \(t\), take the bounded solution \(g\) of the equation without source: \(g=e^{kx}\) on the left and \(g=\cos qx+(k/q)\sin qx\) on the right. Multiplying by \(g\) and integrating by parts twice,

\[
I\equiv\int_{-\infty}^{\infty}gS\,dx=\left[g\chi'-g'\chi\right]_{-\infty}^{\infty}=-2iq\alpha t,\qquad \alpha=\tfrac12\left(1-\frac{ik}{q}\right).
\]

The left end contributes nothing because \(g\) vanishes there. At the right end \(g=\alpha e^{iqx}+\alpha^*e^{-iqx}\) and \(\chi=te^{-iqx}\), so only the \(\alpha\) term survives. With \(s=q/k=\sqrt{(U_0-E)/E}\), one has \(4q^2|\alpha|^2=k^2(1+s^2)\). The current ratio contributes a factor \(q/k=s\), so

\[
T=s|t|^2=\frac{s|I|^2}{k^2(1+s^2)} .
\]

Two integrals remain. Insert \(r=(1-is)/(1+is)\) and \(b=2/(1+is)\). The left half of \(\int gf'dx\) is

\[
\frac i2\left[(1-i)-(1+i)r\right]=\frac{1-s}{1+is},
\]

and the right half is \(-\tfrac12b(1+1/s)=-(1+1/s)/(1+is)\). For \(\int gf\,dx\) the left half is \([(1-i)+(1+i)r]/(2k)=(1+s)/[k(1+is)]\), and the right half is \(b(1+1/s)/(2q)=(1+s)/[s^2k(1+is)]\). Adding the halves,

\[
\int gf'dx=-\frac{1+s^2}{s(1+is)},\qquad
\int gf\,dx=\frac{(1+s)(1+s^2)}{s^2k(1+is)} .
\]

For \(u=0\) and a small angle of incidence \(\varphi\), with \(k_y\simeq k\varphi\), this gives

\[
T\simeq\frac{4k_y^2}{kq}=\frac{4\varphi^2}{s}.
\]

For \(k_y=0\) and a small bias, using \(ck^2=E\),

\[
T\simeq\left(\frac{u}{2E}\right)^2\frac{(1+s)^2}{s^3}.
\]

Both are leading-order results for a sharp step and need \(T\ll1\). They fail as \(U_0\to E\), where \(s\to0\). Matching of all modes was tested against them at \(E=40\) meV for steps of 60, 100 and 250 meV: with \(\varphi=0.004\) rad and with \(u=0.2\) meV the agreement was within 0.2%.

The two sources also interfere. Their sum is proportional to \(2k_y+u(1+s)/(2csk)\), which vanishes at \(\varphi=-u(1+s)/(4Es)\). To first order, then, a bias moves the reflecting direction away from the normal. In the other valley \(k_y\) enters with the opposite sign, so the direction moves the other way.

The monolayer at an angle needs just two matching conditions. The spinors are \((1,e^{i\varphi})\) for the incident wave, \((1,-e^{-i\varphi})\) for the reflected one and \((1,e^{-i\beta})\) for the hole wave, with \((U_0-E)\sin\beta=E\sin\varphi\). Continuity requires \(1+r=t\) and \(e^{i\varphi}-re^{-i\varphi}=te^{-i\beta}\), so

\[
r=\frac{e^{i\varphi}-e^{-i\beta}}{e^{-i\varphi}+e^{-i\beta}},\qquad
R=\frac{\sin^2[(\varphi+\beta)/2]}{\cos^2[(\varphi-\beta)/2]} .
\]

Reflection starts as the square of the angle in the monolayer, just as transmission does in the bilayer.

## Numbers for a 100 meV step

Take the rough graphene values \(v=10^6\) m/s and \(\gamma_1=0.4\) eV, with \(E=40\) meV and \(U_0=100\) meV. Then \(\hbar v=0.6582\) eV nm and \(c=0.6582^2/0.4=1.083\) eV nm². The wave numbers are \(k=\sqrt{0.040/1.083}=0.192\) nm⁻¹ and \(\kappa=q=\sqrt{0.060/1.083}=0.235\) nm⁻¹, so \(s=1.225\).

At normal incidence the reflection phase is \(-2\arctan1.225=-101.5^\circ\), and the density on the p side decays over \(1/(2\kappa)=2.1\) nm. A p region 20 nm wide has \(\kappa D=4.7\) and transmits \(3.1\times10^{-4}\). These are two-band values. With all four bands the reflection phase is \(-109^\circ\), the decay length is 2.3 nm and the same region transmits \(6.1\times10^{-4}\), about twice as much, because the exponential magnifies a small change in \(\kappa\).

| Sharp step | Monolayer \(T\) | Bilayer \(T\), two bands |
|---|---|---|
| 0° | 1 | 0 |
| 5° | 0.995 | 0.024 |
| 20° | 0.918 | 0.243 |

With all four bands, and the angle defined by \(k_y=k\sin\varphi\) with the four-band wave number \(k=\sqrt{E(E+\gamma_1)}/\hbar v\), the bilayer entries become 0.030 at 5° and 0.29 at 20°, while the zero at normal incidence stays. Within the two-band model, at 5° the small-angle formula gives \(4(0.0873)^2/1.225=0.0249\), about 3% above the matched value. Replacing the sharp step by \(U=\tfrac12U_0[1+\tanh(x/10\ \text{nm})]\), with all else fixed, leaves both normal-incidence results unchanged. It raises the bilayer transmission to 0.043 at 5° and 0.38 at 20°. Halving the 1 nm mesh changes the last value by less than \(10^{-4}\). Near normal incidence, then, the smoother step loses its reflection faster with angle. At large angles the order reverses, because the wave must tunnel through the stretch where \(|E-U|<ck_y^2\), which is wider in a smooth step. At 40° the four-band transmission is 0.36 for the sharp step and 0.24 for the smooth one.

A check that uses no matching conditions follows a wave packet in time under the Hamiltonian itself. For a \(\tanh(x/4\ \text{nm})\) step and a bilayer packet centred at 20°, the transmitted share was 0.2838; mode matching averaged over the same packet gave 0.2839. At normal incidence the packets confirmed full transmission in the monolayer and full reflection in the bilayer to within \(10^{-5}\).

## Does it survive the other two bands?

The two-band bilayer model drops terms of relative size \(|\varepsilon|/\gamma_1\), here 0.10 on the n side and 0.15 on the p side. The reflection does not depend on that approximation. At \(k_y=0\) the four site equations form a chain \(A_1\)–\(B_1\)–\(A_2\)–\(B_2\) that is unchanged when its ends are exchanged. Subtracting equations in pairs, the odd combinations \(a=(A_1-B_2)/\sqrt2\) and \(d=(B_1-A_2)/\sqrt2\) obey

\[
\varepsilon a=\hbar vp\,d,\qquad \varepsilon d=\hbar vp\,a-\gamma_1d
\quad\Rightarrow\quad (\hbar vp)^2=\varepsilon(\varepsilon+\gamma_1).
\]

The even combinations obey the same relation with \(-\gamma_1\) in place of \(\gamma_1\). For \(0<E<\gamma_1\) the incident wave is therefore odd. On the p side \(\varepsilon=-(U_0-E)\), and the odd wave is evanescent as long as \(U_0-E<\gamma_1\). Within that range reflection remains perfect.

For a higher step, the odd wave can travel in the deeper, split-off valence band. The equations are now of first order, so \(a\) and \(d\) are continuous. The ratio \(d/a\) of a right-moving wave is

\[
z_n=\sqrt{\frac{E}{E+\gamma_1}},\qquad z_p=\sqrt{\frac{U_0-E}{U_0-E-\gamma_1}}
\]

on the two sides, and it changes sign for the reflected wave. From \(1+r=\tau\) and \(z_n(1-r)=z_p\tau\) follows \(\tau=2z_n/(z_n+z_p)\). Since the current is proportional to the product of \(a\) and \(d\),

\[
T=\frac{z_p}{z_n}\tau^2=\frac{4z_nz_p}{(z_n+z_p)^2}.
\]

For \(E=40\) meV and \(U_0=600\) meV, \(z_n=0.30\) and \(z_p=1.87\), so \(T=0.48\). An abrupt bilayer step can thus be made to transmit by making it higher. A gradual one still blocks this channel, because the odd wave must tunnel through the stretch where \(0<U-E<\gamma_1\): with the profile \(\tfrac12U_0[1+\tanh(x/10\ \text{nm})]\) the same height transmits only about \(3\times10^{-4}\). That value is for exactly normal incidence without the skew hopping of the next section. A 2° tilt raises it to about \(7\times10^{-3}\), and skew hopping at \(\theta=30^\circ\) to about 0.1. This height also calls for about \(5\times10^{13}\) holes per cm² on the p side, more than ordinary dielectric gates supply.

## The crystal direction

A weaker hopping between \(A_1\) and \(B_2\), with velocity \(v_3\), adds a term linear in the wave number. Let \(\theta\) be the angle between the step normal and a crystal direction along which all these hopping terms are real. At \(k_y=0\) the upper right element of the two-band Hamiltonian is \(-ce^{-2i\theta}p^2+\hbar v_3e^{i\theta}p\). A constant change of phase of the second component turns it into

\[
-cp^2+\hbar v_3e^{3i\theta}p .
\]

For \(\theta=0\) this is real, \(\sigma_x\) is still conserved and reflection stays perfect, with two new conditions. The electron-like energy is now \(U+cp^2-\hbar v_3p\), whose minimum lies \((\hbar v_3)^2/(4c)\) below \(U\), so \(U_0-E\) must exceed that depth. The hole-like energy \(U-cp^2+\hbar v_3p\) rises above \(U\) by the same amount, so \(E\) must exceed it too; otherwise hole-like carriers also arrive from the left, and they can pass. For the rough ratio \(v_3/v=0.1\) the depth is 1 meV.

For \(\theta=30^\circ\) the extra term is \(i\hbar v_3p\), which is \(-\hbar v_3p\,\sigma_y\). It has the form of the oblique term \(-2ck_yp\,\sigma_y\) with

\[
k_y^{\rm eff}=\frac{\hbar v_3}{2c}=\frac{v_3\gamma_1}{2\hbar v^2}.
\]

Here that is \(0.1\times0.4/(2\times0.658)=0.030\) nm⁻¹, and \(4(k_y^{\rm eff})^2/(kq)\) gives a leak of 0.082. A four-band calculation, which also includes a smaller hopping of velocity \(0.05v\) between \(A_1\) and \(A_2\) and between \(B_1\) and \(B_2\), gives 0.068. That smaller hopping changes the result by less than 0.001. The difference comes from the finite energies and higher orders in \(v_3\), which were not separated.

## Beside a real junction

The example corresponds to a bilayer electron density of \(k^2/\pi=1.2\times10^{12}\) cm⁻², counting two spins and two valleys (\(1.3\times10^{12}\) cm⁻² with all four bands). A single gate breaks the assumption of zero interlayer bias, because the field that shifts the carrier density also acts between the layers. A rough bias of 10 meV, taken equal on both sides, gives \((0.125)^2(2.225)^2/1.837=0.042\) from the formula and 0.041 from the four-band calculation. An equal bias needs gates above and below. If each side has only a single gate, the field, and with it the bias, has opposite signs on the n and p sides. The two halves of \(\int gf\,dx\), which stand in the ratio \(1:1/s^2\), then subtract, so to first order the leak is multiplied by \([(s^2-1)/(s^2+1)]^2\). The cancellation is strong only for \(s\) near 1. For biases of \(\pm10\) meV the leak at the sharp 100 meV step falls to 0.002, but at a 250 meV step the four-band value falls only from 0.014 to 0.010. Gate-defined steps are also gradual, typically over tens of nanometres, and carriers arrive over a range of angles. At a sharp step, skew hopping at \(\theta=30^\circ\), an equal bias of 10 meV and a 5° tilt each leak a few per cent. A step spread over tens of nanometres leaks more: for a \(\tanh(x/30\ \text{nm})\) profile the four-band values are about 25%, 33% and 10%. The 33% is for the equal bias; if the bias instead runs from \(+10\) to \(-10\) meV along the same profile, the leak is about 2%. A measured conductance would therefore not vanish even in a clean sample.

Temperature adds carriers with energies outside the range from 0 to \(U_0\). Above \(U_0\) they are electrons on both sides and keep \(\sigma_x=-1\); below 0 they are holes on both sides and keep \(\sigma_x=+1\). Both kinds can pass. With the Fermi level held at \(E\), their thermal weights are \(1/(e^{(U_0-E)/k_BT}+1)\) and \(1/(e^{E/k_BT}+1)\), with \(T\) here the temperature. Both are negligible at 4 K, but at 300 K they are 9% and 18%. These are weights and not transmissions, since a sharp step still reflects part of such carriers. Disorder and valley mixing are not included in these estimates. The numerical output below lists the main input values.

## Table of computed values

```
velocity v (rough): 1e+06 m/s
interlayer coupling gamma1 (rough): 0.4 eV
carrier energy E: 40 meV
step height U0: 100 meV
hbar v: 0.6582 eV nm
bilayer mass: 0.03518 electron masses
bilayer hbar^2/2m: 1.083 eV nm^2
bilayer k on n side: 0.1922 1/nm
bilayer kappa = q on p side: 0.2354 1/nm
ratio s = q/k: 1.225
bilayer density for Fermi energy E: 1.176e+12 cm^-2
monolayer k on n side: 0.06077 1/nm
monolayer sigma_x of right-mover, n side: 1.000
monolayer sigma_x of right-mover, p side: 1.000
monolayer squared pseudospin overlap: 1.000
bilayer sigma_x of right-mover, n side: -1.000
bilayer sigma_x of right-mover, p side: 1.000
bilayer squared pseudospin overlap: 0.000
monolayer T, sharp, 0 deg: 1.000000
bilayer R, sharp, 0 deg: 1.000000
bilayer T, sharp, 0 deg (rounding level): 2e-30
interface amplitude, real part: 0.8
interface amplitude, imaginary part: -0.9798
reflection phase: -101.5 deg
penetration depth 1/(2 kappa) of density: 2.124 nm
bilayer packet T, 20 deg, 4 nm tanh step: 0.2838
same from mode matching: 0.2839
monolayer T, sharp, 5 deg: 0.9947
bilayer T, sharp, 5 deg: 0.02405
bilayer T, smooth tanh(x/10 nm), 5 deg: 0.04323
monolayer T, sharp, 20 deg: 0.9182
bilayer T, sharp, 20 deg: 0.243
bilayer T, smooth tanh(x/10 nm), 20 deg: 0.3845
small-angle formula 4 phi^2/s at 5 deg: 0.02487
mesh shift of smooth T at 20 deg, 1 to 0.5 nm: -7.3e-05
bilayer T through 20 nm p region, 0 deg: 0.000313
interlayer bias u (rough): 10 meV
bilayer T with bias, two-band, 0 deg: 0.04168
bias formula: 0.0421
bilayer T with bias, four-band, 0 deg: 0.04114
four-band T, 0 deg (rounding level): 3e-31
four-band T for a 600 meV step, 0 deg: 0.4781
skew velocity ratio v3/v (rough): 0.1
skew velocity ratio v4/v (rough): 0.05
four-band T with skew hopping, theta 0 (rounding): 4e-31
four-band T with skew hopping, theta 30 deg: 0.06824
skew-hopping formula: 0.08165
thermal weight above the step at 4 K: 2.5e-76
thermal weight above the step at 300 K: 0.089
monolayer warping, squared relative size: 1.0e-05
```
